# Hydrogen levels with a fixed zero-range s-wave scatterer, part 2

An electron moves about a fixed proton, with a fixed zero-range scatterer at $\mathbf R\neq0$ on the $z$ axis. It scatters only the s wave about itself, with constant scattering length $a\neq0$. Rydberg atomic units are used ($\hbar=2m=1$, $e^2=2$, lengths in bohr, energies in Ry), with $H_0=-\nabla^2-2/r$, $E=-1/\nu^2$, $E_n=-1/n^2$, $\psi_{nlm}=R_{nl}Y_{lm}$ and $s=|\mathbf r-\mathbf R|$. At the scatterer
$$\psi=C\left(\frac1s-\frac1a\right)+o(1),\qquad s\to0 .$$
The Green's function $G=(H_0-E)^{-1}$ behaves there as $1/(4\pi s)+G_{\rm reg}$, and the levels displaced from the shells obey
$$4\pi G_{\rm reg}(R;E)=-\frac1a .$$
$M(z)\approx z$ (small $z$) and $W(z)$ are the regular and decaying solutions of $u_{zz}+(\nu/z-\tfrac14)u=0$, with $z=2R/\nu$ at the scatterer. With $A=W(2t/\nu)$, $B=M(2t/\nu)$, $q(t)=1/\nu^2-2/t$ and primes on $A,B$ meaning $d/dt$,
$$4\pi G_{\rm reg}=\frac{A'B'-qAB}{AB'-A'B}\bigg|_{t=R}.$$
Apart from the poles, at low enough energy,
$$4\pi G_{\rm reg}\approx-\kappa,\qquad\kappa=\sqrt{1/\nu^2-2/R},$$
and $\kappa_n$ is $\kappa$ at $\nu=n$. Near $E_n$, $G_{\rm reg}\approx\rho_n/(E_n-E)$, with
$$\rho_n=\frac{M'^2+(n/z-\frac14)M^2}{\pi n^3}=\sum_{l=0}^{n-1}\frac{2l+1}{4\pi}R_{nl}(R)^2 .$$
Here $\epsilon=n-\nu$ and $1/\epsilon\approx2/[n^3(E_n-E)]$.

Each shell keeps $n^2-1$ states at $E_n$. It loses the trilobite state $P_n(\mathbf r,\mathbf R)=\sum_{lm}\psi_{nlm}(\mathbf r)\psi^*_{nlm}(\mathbf R)$, with squared norm $\rho_n$ and $l$ weights $w_l=(2l+1)R_{nl}^2/(4\pi\rho_n)$. One level lies in each gap $(E_n,E_{n+1})$ and one below $E_1$.

The "tempting solution" took $V=4\pi a\,\delta^3(\mathbf s)$ and dropped the non-resonant terms. It gave the shift $4\pi a\rho_n$, with shells 4 and 5 going up for $a=+5$, and missed the scatterer's own bound state.

The Gaussian model used as a check is $V=\lambda|\chi\rangle\langle\chi|$, $\chi=(\pi b^2)^{-3/2}e^{-s^2/b^2}$, with $\lambda$ set to keep $a$ fixed as the width $b\to0$.

The example has $n=10$, $R=100$, $a=\mp5$; the fate of shells 4 and 5 is also asked for $a=+5$.

## Shift and character of the displaced state

Let $\delta=E-E_n$ and $G_{\rm reg}=-\rho_n/\delta+g_n+g_n'\delta+\dots$, where $g_n$ is the finite non-resonant part at $E_n$. The level condition gives $\rho_n/\delta=1/(4\pi a)+g_n+g_n'\delta$, that is
$$\delta=\frac{4\pi a\rho_n}{1+4\pi ag_n+4\pi ag_n'\delta+\dots}.$$
For small $a$, $\delta=O(a)$ and the third term of the denominator is $O(a^2)$. The Fermi shift $4\pi a\rho_n$ of the tempting solution is the correct first-order term, with error $O(a^2)$. The improved shift $4\pi a\rho_n/(1+4\pi ag_n)$ has error $O(a^3)$, and it holds at any $a$ if $|4\pi ag_n'\delta|\ll|1+4\pi ag_n|$.

The exact state is $G(\mathbf r,\mathbf R;E)$. Its squared norm is $dG_{\rm reg}/dE$ and its part in shell $n$ is $-P_n/\delta$, so the weight of the shell is $\rho_n/(\delta^2\,dG_{\rm reg}/dE)$. Since $dG_{\rm reg}/dE=\rho_n/\delta^2+g_n'+\dots$, the weight tends to 1 as $\delta\to0$. At finite $\delta$ the state mixes shells and continuum.

*Scatterer beyond the turning point.* For $R$ well outside $2n^2$, $\rho_n$ is exponentially small and $4\pi g_n\approx-\kappa_n$, so $\delta\approx4\pi a\rho_n/(1-\kappa_na)$ unless the denominator is near zero. For $a>0$ the background meets $-1/a$ at $\kappa=1/a$, $E\approx-1/a^2-2/R$: the bound state, lowered by the Coulomb potential at $R$. Shells below it have $\kappa_na>1$ and are pushed down, and those above it are pushed up.

*Scatterer in the allowed region.* Let $k^2=2/R-1/\nu^2>0$. In WKB form $B=k^{-1/2}\sin\varphi$ and $A=k^{-1/2}\sin\vartheta$. The connection formula at the turning point $t_0=2\nu^2$ gives $\vartheta=\int_t^{t_0}k\,dt+\pi/4$. Near the origin $B\propto\sqrt t\,J_1(\sqrt{8t})$, whose asymptotic phase is $\sqrt{8t}-\pi/4$ with $\sqrt{8t}=\int_0^t\sqrt{2/t}\,dt$, so $\varphi=\int_0^tk\,dt-\pi/4$. With $t=2\nu^2\sin^2\theta$, $k=\cot\theta/\nu$ and $\int_0^{t_0}k\,dt=4\nu\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi\nu$. Hence $\varphi+\vartheta=\pi\nu$. With $\mu=k'/(2k^{3/2})$, $B'=\sqrt k\cos\varphi-\mu\sin\varphi$ and $A'=-\sqrt k\cos\vartheta-\mu\sin\vartheta$. In $AB'-A'B$ the $\mu$ terms cancel and $\sin(\varphi+\vartheta)=\sin\pi\nu$ remains, vanishing at integer $\nu$ as the exact Wronskian does. In $A'B'+k^2AB$ the leading terms give $-k\cos(\varphi+\vartheta)$ and the terms linear in $\mu$ give $-\sqrt k\,\mu\sin(\vartheta-\varphi)$:
$$4\pi G_{\rm reg}\approx-k\cot\pi\nu-\frac{k'}{2k}\frac{\sin(\pi\nu-2\varphi)}{\sin\pi\nu},\qquad k'=-\frac1{R^2k}.$$
At leading order the level condition is $\tan\pi\nu=k(\nu)a$. Near $\nu=n$, $-k\cot\pi\nu\approx k/(\pi\epsilon)=2k/[\pi n^3(E_n-E)]$, so $\rho_n\approx k/(2\pi^2n^3)$, with a next-order relative correction of at most $|k'|/(2k^2)$. This limits the next-order term only; higher orders can carry the full error slightly beyond it. The approximation needs $|k'|/k^2\ll1$, so it fails near the turning point, where $k\to0$, and also close to the proton, where $|k'|/(2k^2)\approx1/\sqrt{32R}$.

## Independent check

The numerical check tests the closed forms against finite differences, a partial-wave sum and explicit shell sums, including $R=2$ on the 2s node. It also solves the Gaussian model on a radial grid at $R=3$ for five widths from 0.10 to 0.40 and extrapolates to $b=0$. For $a=-1$ the roots $-1.006123$, $-0.312736$, $-0.129592$ agree with the model in all printed digits, and so does the shell-2 weight 0.8791. For $a=+2$ the roots are $-1.061850$, $-0.806530$, $-0.185432$; the largest difference from the model is $3\times10^{-5}$, inside the asserted $10^{-3}$ of the distance to the nearest shell. A level lies below $E_1$ although $a>0$. A dense diagonalization of the $m=0$ block at $b=1$, $a=-1$ finds 0, 1, 2 levels left at $E_1,E_2,E_3$ and one level in each interval below them.

## Numbers for $n=10$, $R=100$

Here $z=20$, $M=-0.047503$, $M'=0.122791$, $n/z-\frac14=0.25$, so
$$\rho_{10}=\frac{0.0150776+0.25\times0.0022565}{1000\pi}=4.9789\times10^{-6}\ \mathrm{bohr^{-3}}.$$
With $k=\sqrt{0.02-0.01}=0.1$, the WKB value is $0.1/(2000\pi^2)=5.0661\times10^{-6}$, which is 1.8% above the exact value and inside the next-order bound $|k'|/(2k^2)=0.0050/0.1=5\%$. The program asserts only the looser tolerance $|k'|/k^2=10\%$; the 1.8% follows from its two printed values. The background is $4\pi g_{10}=4.390\times10^{-3}$. Of the 100 states, 99 stay at $-0.0100$ Ry.

The Fermi shift is $\mp4\pi\times5\times4.9789\times10^{-6}=\mp3.1283\times10^{-4}$. With $4\pi ag_{10}=\mp0.02195$ the improved shifts are $-3.1283\times10^{-4}/0.97805$ and $+3.1283\times10^{-4}/1.02195$. The exact roots of $4\pi G_{\rm reg}=\pm0.2$ are $\nu=9.854813$ and $10.145216$. For the first, $\delta=0.01-1/97.1173=-2.9682\times10^{-4}$. The WKB root for $a=-5$ is self-consistent: $\nu=9.854332$ gives $k=0.09850$, $\arctan(-0.4925)/\pi=-0.14567$.

| shift in $10^{-4}$ Ry | $a=-5$ | $a=+5$ |
|---|---|---|
| exact | $-2.968$ | $2.842$ |
| Fermi | $-3.128$ | $3.128$ |
| improved | $-3.199$ | $3.061$ |
| WKB | $-2.978$ | $2.923$ |

With 1 Ry $=109737.32\ \mathrm{cm^{-1}}$ the exact shifts are $-32.57$ and $+31.19\ \mathrm{cm^{-1}}$. The tempting value $\mp34.33\ \mathrm{cm^{-1}}$ is too large by 5.4% and 10.1% of the exact shifts.

For $a=-5$ the improved shift is worse than the Fermi shift: 7.8% against 5.4%. The expansion is not at fault, since at $a=0.2$ and $0.1$ the errors of the improved shift are in the ratio 7.995, and the program asserts that this is near $2^3$. At $|a|=5$ the neglected third term of the denominator exceeds the second. With $d=\nu-n$, $-k\cot\pi\nu=-k/(\pi d)+k\pi d/3+\dots$, so in leading WKB order $4\pi ag'\delta\approx ak\pi d/3$. This is positive for both signs of $a$, and for $|d|=0.1452$ it is $5\times0.1\times\pi\times0.1452/3=0.076$. The denominators become $1-0.022+0.076=1.054$ and $1+0.022+0.076=1.098$, against the ratios of Fermi to exact shift, 1.054 and 1.101. For $a<0$ the two corrections have opposite signs, so including only the smaller one moves the result away.

The weight of shell 10 in the exact state is 0.9337 for $a=-5$ and 0.9291 for $a=+5$. In leading WKB order at fixed $k$, the slope in $\nu$ is $k\pi/\sin^2\pi d$ and its pole part is $k/(\pi d^2)$; their ratio $(\sin\pi d/\pi d)^2$ is 0.933 at $|d|=0.1452$.

The trilobite state has weight 0.9987 in $l\ge3$. The s weight is $(M^2/n)/(R^2\,4\pi\rho_{10})=2.257\times10^{-8}/6.257\times10^{-5}=0.0004$, where $R\,R_{n0}=M/\sqrt n$ follows from $R_{n0}(0)=2n^{-3/2}$ and $M\approx2r/n$. The largest weight, 0.5395, is in $l=9$; the function $rR_{n,n-1}\propto r^ne^{-r/n}$ peaks at $r=n^2$, which is where the scatterer sits, and $2l+1$ is largest there. For $a=-5$ the neighbouring gaps have roots at $\nu=8.880718$ and $10.838370$. The values are $|d|=0.119,\ 0.145,\ 0.162$ for $n=9,10,11$. Solving $\tan\pi\nu=ka$ self-consistently gives $0.128,\ 0.146,\ 0.157$ (with $k=0.0854,\ 0.0985,\ 0.1072$). This is the same trend, with errors of about 8%, 0.3% and 3% of the exact $|d|$, so the WKB agreement at $n=10$, $a=-5$ is closer than in the two neighbouring shells.

For $a=+5$ the root in the gap between shells 4 and 5 is $\nu=4.08243$, $E=-0.060002$, against $-1/25-2/100=-0.060000$. The difference is the polarization of the bound state. The Coulomb potential is harmonic away from the proton, so its average over the spherical state $\psi_0=e^{-\kappa s}/s$ is its value at $\mathbf R$, up to exponentially small tails. The gradient term is $Fs\cos\gamma$, with $F=2/R^2$ and $\gamma$ the angle from the axis. The first-order function solves $(-\nabla^2+\kappa^2)\psi_1=-Fe^{-\kappa s}\cos\gamma$. For $f=se^{-\kappa s}$ the p-wave Laplacian is $f''+2f'/s-2f/s^2=(\kappa^2s-4\kappa)e^{-\kappa s}$, so $\psi_1=-(F/4\kappa)f\cos\gamma$, which vanishes at $s=0$ and leaves the boundary condition intact. Then
$$E^{(2)}=-\frac{F^2}{4\kappa}\,\frac{(4\pi/3)\,3!/(2\kappa)^4}{2\pi/\kappa}=-\frac{F^2}{16\kappa^4}=-\frac{(2\times10^{-4})^2\times625}{16}=-1.6\times10^{-6},$$
which rounds to the printed difference.

Shell 4 lies below this state. With $\kappa_4=\sqrt{0.0625-0.02}=0.20616$, $1-\kappa_4a=-0.0308$, equal to the printed $1+4\pi ag_4$. The shift is $4\pi\times5\times7.153\times10^{-17}/(-0.0308)=-1.46\times10^{-13}$, whereas the tempting solution gives the numerator alone, $+4.5\times10^{-15}$, with the wrong sign. Shell 5 lies above, with denominator 0.2930, and its shift is $4\pi\times5\times1.035\times10^{-11}/0.2930=+2.22\times10^{-9}$, larger than the Fermi value by the factor $1/0.2930$. These two shifts describe the model only; they show the sign rule.

For a real neutral atom as scatterer, a constant $a$ requires that the range of the electron–atom potential be small compared with $1/k$, $1/\kappa$ and $R$, and also that the change of the effective scattering length with energy, to which the polarization tail contributes, be small compared with $|a|$. A polarization tail $-\alpha_d/s^4$, with $\alpha_d$ the dipole polarizability of the atom, changes the effective scattering length to $a+\pi\alpha_dk/3$ at small $k$. At $k=0.1$ and $|a|=5$ a constant $a$ needs $\alpha_d\ll3|a|/(\pi k)\approx48\ \mathrm{bohr^3}$. Alkali atoms, with $\alpha_d$ above $150\ \mathrm{bohr^3}$, do not meet this, so the numbers above belong to the model. The Gaussian model has no such tail and shows only the correction from a short finite range: at $b=0.1$ the $a=-1$ level below $E_2$ is $-0.311099$ instead of $-0.312736$. The bound state at $\kappa=1/a$ is meaningful only if $a$ is large compared with the range. A p-wave interaction acts on the gradient of $\psi$ at $\mathbf R$, which has three components, and can remove further states from each shell with $n\ge2$, so the count $n^2-1$ belongs to pure s-wave scattering.

## Numbers as computed

```
check case: R = 3.0 bohr, Gaussian widths b (bohr) 0.10 0.15 0.20 0.30 0.40, extrapolated to 0
E=-1.50 Ry: 4piGreg -0.90768 (model -0.90767) 1/bohr; slope 0.5683 (0.5683) 1/(bohr Ry)
E=-0.50 Ry: 4piGreg -0.04163 (model -0.04163) 1/bohr; slope 2.2355 (2.2355) 1/(bohr Ry)
E=-0.15 Ry: 4piGreg 0.21995 (model 0.21994) 1/bohr; slope 23.9602 (23.9602) 1/(bohr Ry)
a=-1 bohr, root below E_1: -1.006123 Ry (model -1.006123, b=0.1: -1.006234)
a=-1 bohr, root below E_2: -0.312736 Ry (model -0.312736, b=0.1: -0.311099)
  weight of shell 2 in that state: 0.8791 (model 0.8791)
a=-1 bohr, root below E_3: -0.129592 Ry (model -0.129592, b=0.1: -0.128950)
a=+2 bohr, root below E_1: -1.061850 Ry (model -1.061879, b=0.1: -1.072575)
a=+2 bohr, root below E_2: -0.806530 Ry (model -0.806532, b=0.1: -0.815786)
a=+2 bohr, root below E_3: -0.185432 Ry (model -0.185432, b=0.1: -0.183691)
dense m=0 matrix, dim 1461, b=1 bohr, a=-1 bohr: at E_1..3 [0, 1, 2], below them [1, 1, 1]
  lowest levels (Ry): -1.00797 -0.29228 -0.25000 -0.12224 -0.11111 -0.11111
example: n = 10, R = 100 bohr, E_n = -0.0100 Ry, z = 20.0, 1 Ry = 109737.32 cm^-1
M(z) = -0.047503, M'(z) = 0.122791
k = 0.1000 1/bohr, |dk/dR|/(2k) = 0.0050 1/bohr
rho_10 = 4.978921e-06 bohr^-3, WKB 5.066059e-06 bohr^-3
4 pi g_10 = 4.389664e-03 1/bohr
error ratio of improved shift, a = 0.2 vs 0.1 bohr: 7.995
l weights 0-4: 0.0004 0.0002 0.0007 0.0125 0.0556
l weights 5-9: 0.1272 0.1431 0.0291 0.0917 0.5395
weight of l >= 3: 0.9987; states staying at E_10: 99
a = -5 bohr: nu = 9.854813, 4piGreg there = 0.200000 1/bohr
  exact shift    -2.96823e-04 Ry = -32.573 cm^-1
  Fermi shift    -3.12835e-04 Ry = -34.330 cm^-1
  improved shift -3.19855e-04 Ry
  WKB nu = 9.854332, shift -2.97827e-04 Ry
  weight of shell 10 in exact state 0.9337
a = +5 bohr: nu = 10.145216, 4piGreg there = -0.200000 1/bohr
  exact shift    2.84227e-04 Ry = 31.190 cm^-1
  Fermi shift    3.12835e-04 Ry = 34.330 cm^-1
  improved shift 3.06116e-04 Ry
  WKB nu = 10.149426, shift 2.92284e-04 Ry
  weight of shell 10 in exact state 0.9291
a = -5 bohr: roots below shells 9 and 11: nu = 8.880718, 10.838370
a = +5 bohr: scatterer state nu = 4.08243, E = -0.060002 Ry, -1/a^2-2/R = -0.060000 Ry
  shell 4: shift -1.46e-13 Ry, 1+4 pi a g = -0.0308, 1-kappa a = -0.0308, rho = 7.153e-17 bohr^-3
  shell 5: shift 2.22e-09 Ry, 1+4 pi a g = 0.2930, 1-kappa a = 0.2929, rho = 1.035e-11 bohr^-3
```
